# Reading an ionic hopping barrier from conductivity against temperature

**Q.** I measure the ionic conductivity $\sigma$ of a solid electrolyte at several temperatures and want the barrier for one ion jump. If I fit a straight line to $\ln\sigma$ against $1/T$, I get a lower energy than if I fit $\ln(\sigma T)$. Both plots look straight. Where could a factor $T$ come from, when a jump over a barrier is governed by $\exp(-E/kT)$?

**A.** It comes from the step between jumping and drifting. Take ions of charge $q$ on equivalent sites a distance $a$ apart along the field $F$. Without a field, each ion jumps to one given neighbour at the rate

$$\Gamma=\nu e^{-E/kT},$$

where $\nu$ is the attempt frequency towards that neighbour and $E$ the barrier. I assume for now that $\nu$, $E$ and the density $n$ of mobile ions do not depend on temperature, and that the ions move independently.

These jumps go equally often both ways and carry no net current. The field adds $-qFx$ to the energy of an ion at distance $x$ from its starting site. The barrier top lies halfway, at $x=a/2$ for a forward jump and $x=-a/2$ for a backward one. With

$$w=\tfrac12 qaF,$$

the forward barrier is $E-w$ and the backward barrier $E+w$. The drift velocity is the jump distance times the difference of the two rates:

$$v=a\nu\left[e^{-(E-w)/kT}-e^{-(E+w)/kT}\right]=2a\nu\,e^{-E/kT}\sinh\frac{w}{kT}.$$

Jumps perpendicular to the field do not contribute. When $w\ll kT$, $\sinh(w/kT)\approx w/kT$, so that

$$v\approx 2a\nu e^{-E/kT}\,\frac{qaF}{2kT}=\frac{qa^2\nu F}{kT}\,e^{-E/kT}.$$

The current density is $J=nqv$, and $\sigma=J/F$ becomes

$$\sigma=\frac{nq^2a^2\nu}{kT}\,e^{-E/kT}.$$

The exponential tells how often an ion jumps. The factor $1/kT$ tells how strongly the field biases the direction of those jumps: it is field energy measured against thermal energy.

**Q.** Is this the same $1/T$ as in the Einstein relation?

**A.** Yes. Without a field, forward and backward jumps each occur at the rate $\Gamma$, and each adds $a^2$ to the mean square displacement. That displacement grows as $2\Gamma a^2t$. In one direction it is also $2Dt$, so $D=a^2\Gamma=a^2\nu e^{-E/kT}$. The mobility found above is

$$\mu=\frac vF=\frac{qa^2\nu}{kT}e^{-E/kT}=\frac{qD}{kT}.$$

This also tells you when not to multiply by $T$. If you measure $D$ or the jump rate itself, its logarithm against $1/T$ has the slope $-E/k$ under the same assumptions. Mobility and conductivity carry the extra $1/T$.

**Q.** Then what energy do I get if I ignore that factor?

**A.** Use $b=1/kT$ as the variable, since a slope against $b$ is directly an energy. Collect the constants in $C=nq^2a^2\nu$. Then $\sigma=Cb\,e^{-bE}$ and

$$\ln\sigma=\ln C+\ln b-bE.$$

An Arrhenius plot of $\ln\sigma$ reads the energy as minus the local slope:

$$E_{\rm app}=-\frac{d\ln\sigma}{db}=E-\frac1b=E-kT.$$

Multiplying by $T=1/(kb)$ removes the term $\ln b$:

$$\ln(\sigma T)=\ln\frac Ck-bE,$$

which is a straight line with slope $-E$. The sign of the error has a simple meaning. Cooling makes jumps rarer, but it also makes the remaining jumps more strongly biased by the same field. The second effect offsets part of the fall in conductivity, so the barrier looks lower than it is.

**Q.** My fit covers a range of temperatures. Which $T$ belongs in $kT$?

**A.** An average over your range. The least-squares slope of values $y_i$ against $b_i$, for $N$ equally weighted points, is

$$m=\frac{\sum_i(b_i-\bar b)(y_i-\bar y)}{\sum_i(b_i-\bar b)^2}.$$

It can be written in terms of pairs of points. Multiplying out the sum over all $i$ and $j$ gives

$$\sum_{i,j}(b_i-b_j)(y_i-y_j)=2N\sum_i b_iy_i-2\sum_i b_i\sum_j y_j=2N\sum_i(b_i-\bar b)(y_i-\bar y).$$

Each pair occurs twice on the left, so the sum over pairs $i<j$ is half of this. The same identity with $y=b$ treats the denominator, and the common factor $N$ cancels:

$$m=\frac{\sum_{i<j}(b_i-b_j)^2\,s_{ij}}{\sum_{i<j}(b_i-b_j)^2},\qquad s_{ij}=\frac{y_i-y_j}{b_i-b_j}.$$

The fitted slope is therefore an average of the pair slopes with positive weights. Because the fit is linear in the data, the part $-bE$ of $\ln\sigma$ contributes $-E$, and the error is the slope of $y=\ln b$. By the mean value theorem, each pair slope of $\ln b$ equals $1/b^*$ for some $b^*$ between $b_i$ and $b_j$. That is $kT^*$ at a temperature between the two measurements. The error thus lies between $kT_{\min}$ and $kT_{\max}$.

**Q.** Can you put numbers on this for a memory electrolyte?

**A.** Take round values in the rough regime of silver ions in a germanium sulfide glass, an electrolyte for conductive-bridge memory: $E=0.40$ eV, $a=0.30$ nm, $\nu=10^{12}$ Hz, $n=10^{21}$ cm$^{-3}$ and one elementary charge per ion. The temperatures are 250 to 380 K in steps of 10 K, and the field is 0.001 MV/cm. At 300 K, $w/kT=5.8\times10^{-4}$, well inside the low-field regime.

At 300 K the jump rate is $\Gamma=1.907\times10^5$ s$^{-1}$ and $kT/q=0.0259$ V. With $a=3.0\times10^{-8}$ cm,

$$\sigma=\frac{nqa^2\Gamma}{kT/q}=\frac{10^{21}\times1.602\times10^{-19}\times9.0\times10^{-16}\times1.907\times10^5}{0.0259}\approx1.06\times10^{-6}\ \text{S/cm}.$$

The end points already show the effect. The conductivity is $5.781\times10^{-8}$ S/cm at 250 K and $2.182\times10^{-5}$ S/cm at 380 K, a ratio of 377.4. The interval in $b$ is

$$\Delta b=\frac{1}{8.617\times10^{-5}}\left(\frac1{250}-\frac1{380}\right)=15.88\ \text{eV}^{-1}.$$

From these two points,

$$\frac{\ln 377.4}{15.88}=\frac{5.933}{15.88}=0.374\ \text{eV},\qquad
\frac{\ln(377.4\times380/250)}{15.88}=\frac{6.352}{15.88}=0.400\ \text{eV}.$$

Least-squares fits to all fourteen points give 0.3736 eV from $\ln\sigma$ and 0.4000 eV from $\ln(\sigma T)$. The difference of 0.0264 eV is 6.6 % of the barrier. It lies between the thermal energies at the ends, 0.0215 and 0.0327 eV, and close to $kT=0.0267$ eV at 309.8 K, the temperature at the mean of $1/T$.

**Q.** If one plot is straight, the other must be curved. Why can't I see it?

**A.** Because $\ln b$ bends little over this range. The largest departure of $\ln\sigma$ from its fitted line is 0.0139, or about 1.4 % in conductivity. Suppose your points have independent random scatter of 0.05 in $\ln\sigma$, about 5 %. The bend is hidden, but the energy error is not small on the scale of the fit.

To see this, note that the slope is $\sum_i(b_i-\bar b)y_i/S$ with $S=\sum_i(b_i-\bar b)^2$. Independent errors of standard deviation $s$ give it a variance $s^2\sum_i(b_i-\bar b)^2/S^2=s^2/S$, so the uncertainty is $s/\sqrt S$. Here that is 0.0027 eV, and the systematic error is 9.7 times larger. A good straight line does not show that you plotted the right quantity; the factor $T$ has to come from the physics of drift.

**Q.** Suppose I use the $\ln\sigma$ fit merely to interpolate the conductivity. Does the low barrier hurt me?

**A.** Very little, because the fitted prefactor compensates. Near the middle of the range, expand the logarithm to first order about $b_m$:

$$\ln b\approx\ln b_m+\frac{b-b_m}{b_m}=\ln b_m-1+\frac b{b_m}.$$

Then

$$\ln\sigma\approx\ln(Cb_m)-1-b\left(E-\frac1{b_m}\right).$$

The apparent barrier is low by $1/b_m=kT_m$, and the apparent prefactor is $Cb_m/e$ instead of the true value $Cb_m$ at $T_m$. For the least-squares line above, the ratio of fitted to true prefactor is 0.368, equal to $1/e$ to the digits shown.

Outside the range the compensation weakens. The tangent estimate of fitted over true conductivity is

$$\frac{\sigma_{\rm fit}}{\sigma}=\frac{b_m}{b}\,e^{b/b_m-1}.$$

It is never below one, since the concave curve $\ln b$ lies below its tangent. At 533 K, a soldering temperature, $b/b_m=309.8/533=0.581$, and the estimate is 1.13. The actual fitted line gives 1.127, an overestimate of 13 %. This assumes that the material keeps the same structure and ion density up to that temperature.

The harm is greater if you take the low barrier alone and combine it with the true attempt frequency, for instance in a simulation of filament growth or data retention. The jump rate at 300 K then becomes $5.301\times10^5$ s$^{-1}$ instead of $1.907\times10^5$ s$^{-1}$, too large by a factor 2.78. The factor is close to $e$ because the energy error is close to $kT$.

**Q.** Does the result depend on picturing the ion as sitting on a site and then jumping?

**A.** That can be tested with a particle that moves continuously. Let it move with strong, temperature-independent friction $\gamma$ in a cosine potential of period $a$ and barrier $E$, tilted by the same small field. Its drift velocity can be computed by integration without assuming jumps. At 300 K and $E=0.40$ eV, the velocity is 0.966 of the hopping value, if the hopping formula is given the attempt frequency for this potential at high friction, $\pi E/(\gamma a^2)$.

The energy missing from the slope of $\ln\sigma$ is $1.038\,kT$ in this calculation. With the barrier doubled to 0.80 eV at the same temperature, it is $1.017\,kT$. The excess over $kT$ roughly halves, as expected of a correction proportional to $kT/E$. The hopping result is thus the limit of a barrier high compared with $kT$, and here the continuous motion changes the error by a few per cent of itself.

**Q.** My cell switches at around 1 MV/cm. Should I still multiply by $T$ there?

**A.** Not without checking $w/kT$. Keep the hyperbolic sine and hold $F$ fixed while the temperature varies. Then $\sigma=J/F$ is proportional to $e^{-bE}\sinh(bw)$, and

$$E_{\rm app}=-\frac{d}{db}\left[-bE+\ln\sinh(bw)\right]=E-w\coth\frac{w}{kT}.$$

For small $x$, $\coth x\approx1/x+x/3$, so the missing energy is $kT+w^2/(3kT)$ to leading orders. For $w\gg kT$, $\coth(w/kT)\to1$ and $E_{\rm app}\to E-w$. Backward jumps have then become negligible, the factor $1/T$ has disappeared, and $\ln\sigma$ gives the lowered forward barrier directly. In that limit a fit of $\ln(\sigma T)$ would return $E-w+kT$, which is too high for the forward barrier by $kT$.

In the example, $w=\tfrac12\times0.30\ \text{nm}\times0.1\ \text{V/nm}=0.015$ eV at 1 MV/cm. The missing energy at 300 K is 0.0287 eV, against 0.0259 eV at low field. At 3 MV/cm, $w=0.045$ eV and it is 0.0479 eV, already close to $w$. That field is above the one at which your cell switches, so this second value only shows the trend in the model. If $a$ and the field are known, plot $\ln[\sigma/\sinh(w/kT)]$ at fixed $F$; its slope against $b$ is $-E$ in this model at any of these fields. Otherwise, measure the barrier at low field. These numbers use the bare jump distance and the average field, and with them $w$ reaches $3kT$ at 300 K only above 5 MV/cm. In real ion-conducting glasses the distance inferred from the field dependence is often a nanometre or more, and the local field near a filament differs from the average. With 1 nm in place of $a$, $w=0.05$ eV and the missing energy at 1 MV/cm is already 0.052 eV.

**Q.** You held the ion density fixed. What if ions must first be freed from traps?

**A.** If most ions are trapped at any time, the mobile density can be written as $n=n_0e^{-G/kT}$. With $n_0$ independent of temperature,

$$\ln(\sigma T)=\text{constant}-b(E+G).$$

The correct plot now gives the sum of the jump barrier and the activation energy of the density. Take $G=0.05$ eV as an example. This is only about $2kT$, so the exponential form then requires traps that far outnumber the sites where ions are mobile and that remain mostly empty; if the traps are nearly filled, the density is much less activated. With the exponential form, the fits give 0.4500 eV from $\ln(\sigma T)$ and 0.4236 eV from $\ln\sigma$. Neither is the jump barrier of 0.40 eV. The two plots still differ by about $kT$, but multiplying by $T$ cannot separate $G$ from $E$. For that you need an independent measure of the density or of the jump rate.

**Q.** And if the barrier itself changes as the material warms?

**A.** Suppose it falls linearly, $E(T)=E_0-\eta T$. Then

$$e^{-E(T)/kT}=e^{-E_0/kT}\,e^{\eta/k}.$$

The second factor is constant and goes into the prefactor. The $\ln(\sigma T)$ plot returns $E_0$, the barrier extrapolated to zero temperature. With $E_0=0.40$ eV and $\eta=10^{-4}$ eV/K, the barrier at 300 K is 0.370 eV, while the fit gives 0.4000 eV. An energy calculated for a structure at a given temperature need not be the energy that an Arrhenius slope measures.

**Q.** A glass has no single barrier. Is a correction of 0.026 eV still meaningful there?

**A.** The factor $1/T$ is still there at low field, but the meaning of "the barrier" becomes less certain. Let the barriers have a Gaussian distribution with mean $E$ and standard deviation $s$. Completing the square in the Gaussian integral gives

$$\left\langle e^{\mp bE'}\right\rangle=e^{\mp bE+b^2s^2/2}.$$

If ions move along independent side-by-side paths, each with its own barrier, the rates are averaged. The energy read from the slope of the averaged rate is

$$-\frac{d}{db}\left(-bE+\tfrac12b^2s^2\right)=E-\frac{s^2}{kT}.$$

If each ion must cross all the barriers in single file, between sites of equal energy, the waiting times $1/\Gamma$ are averaged instead. The effective rate is the inverse of that average, proportional to $e^{-bE-b^2s^2/2}$, and the energy is $E+s^2/kT$. For $s=0.03$ eV at 300 K, the shifts are $-0.0348$ and $+0.0348$ eV. Either one is larger than the correction we are discussing. These are two idealised arrangements. In a connected three-dimensional network, ions can go round high barriers but cannot always keep to low ones, and the shift can be much smaller.

**Q.** So how far should I trust this example for a real silver-containing glass?

**A.** Trust the relation between the two plots further than the single barrier. The parameters are rough, and the silver content alone can change the conductivity of such glasses by orders of magnitude. The assumption most clearly broken is that of independent ions. At $10^{21}$ cm$^{-3}$ their typical spacing, taken as $n^{-1/3}$, is 1.00 nm. With a rough relative permittivity of 10, the Coulomb energy of two ions at that distance is 0.144 eV, or $5.6\,kT$ at 300 K. This is not a calculated shift of the barrier, since each ion has neighbours on all sides and a compensating background. It does show that $E$ should be read as an effective barrier that includes the surroundings. Disorder moves it by some 0.03 eV either way in the two idealised arrangements above, and a field of 3 MV/cm raises the energy missing from the $\ln\sigma$ slope from 0.026 to 0.048 eV.

Two other omissions are small here. Quantum corrections, estimated with a frequency of $10^{12}$ Hz both in the well and at the barrier top, shift the apparent energy at 300 K by $-1.1\times10^{-4}$ eV. Thermal expansion with a rough linear coefficient of $1.5\times10^{-5}$ K$^{-1}$ shifts it by $-1.2\times10^{-4}$ eV, counting its effect on density and jump distance but not on the barrier or the attempt frequency; a softening of $\nu$ with volume could make it several times larger, still below $10^{-3}$ eV for a Grüneisen parameter up to 2. The numerical output lists these values with the others.

For a low-field measurement at fixed density, then, fit $\ln(\sigma T)$ and report the result as an effective barrier. If all you have is a published slope of $\ln\sigma$ taken under those conditions, add $kT$ at the middle of its temperature range. For a range like the one used here, that repairs the known error of the plot to about 0.001 eV; for a much wider range the repair is rougher. It leaves the uncertainty from disorder and interactions as it was. Both rules also assume an attempt frequency independent of temperature; if $\nu\propto T^p$, the energy missing from the $\ln\sigma$ slope is $(1-p)\,kT$ instead of $kT$.

## Values computed for the example and the checks

```
barrier E: 0.40 eV
jump distance: 0.30 nm
attempt frequency: 1.0e+12 Hz
ion density: 1.0e+21 cm^-3
measuring field: 0.001 MV/cm
temperatures: 250 to 380 K, 14 points
kT at 250, 300, 380 K: 0.0215, 0.0259, 0.0327 eV
w/kT at measuring field, 300 K: 5.8e-04
sigma at 250 K: 5.781e-08 S/cm
sigma at 300 K: 1.064e-06 S/cm
sigma at 380 K: 2.182e-05 S/cm
energy from ln(sigma T) fit: 0.4000 eV
energy from ln(sigma) fit: 0.3736 eV
deficit of ln(sigma) fit: 0.0264 eV
deficit relative to E: 6.6 %
temperature at mean 1/T: 309.8 K
kT at that temperature: 0.0267 eV
local deficit at 300 K: 0.0259 eV
largest bend of ln(sigma) from its line: 0.0139
assumed random scatter of ln(sigma): 0.05
energy uncertainty from scatter: 0.0027 eV
deficit / uncertainty: 9.7
fitted / true prefactor at mean 1/T: 0.368
1/e for comparison: 0.368
jump rate at 300 K, true E: 1.907e+05 1/s
jump rate at 300 K, low E, true nu: 5.301e+05 1/s
ratio of these rates: 2.78
extrapolated / true sigma at 533 K: 1.127
cosine potential: velocity / hop formula: 0.966
cosine potential: deficit/kT, E=0.40 eV: 1.038
cosine potential: deficit/kT, E=0.80 eV: 1.017
w at 1 and 3 MV/cm: 0.0150, 0.0450 eV
deficit at 1 MV/cm, 300 K: 0.0287 eV
deficit at 3 MV/cm, 300 K: 0.0479 eV
density activation energy tried: 0.05 eV
  then ln(sigma T) fit: 0.4500 eV
  then ln(sigma) fit: 0.4236 eV
linear barrier fall tried: 1.0e-04 eV/K
  barrier at 300 K: 0.370 eV
  ln(sigma T) fit: 0.4000 eV
barrier spread tried: 0.03 eV
  energy shift, side-by-side paths: -0.0348 eV
  energy shift, single-file path: +0.0348 eV
quantum energy shift at 300 K: -1.1e-04 eV
linear expansion tried: 1.5e-05 1/K
  energy shift at 300 K: -1.2e-04 eV
mean ion spacing: 1.00 nm
relative permittivity tried: 10
Coulomb energy at that spacing: 0.144 eV
Coulomb energy / kT at 300 K: 5.6
```
